# Field that compensates the bulk cost of a conducting sphere

## Problem

In a resistive memory, a strong field can favour the appearance of a conducting region inside an insulating film. Consider the simplest shape, a sphere. Forming the conducting phase costs a free energy $g=10^8\ \mathrm{J/m^3}$ per unit volume, relative to the insulating host in zero field. The host has relative permittivity $\epsilon_r=20$.

(a) Find the change in electrostatic free energy when a small conducting sphere forms in a host that carried a uniform field $E$. Treat electrodes held at fixed potentials and electrodes with fixed charges.

(b) Find the field $E_c$ at which this change compensates the bulk cost, and evaluate it.

(c) Evaluate the energies for a sphere of radius $R=2.0$ nm at that field.

(d) Decide whether a sphere with a positive surface energy can grow at $E_c$.

Take the sphere to be neutral and perfectly conducting, the host to be linear, and the electrodes to be far away compared with $R$. The region is assumed to stay spherical as its size changes. Temperature is constant, and elastic strain and Joule heating are neglected.

## Solution

### What has to be compared

The bulk cost of a sphere of volume $v=4\pi R^3/3$ is $gv$. Against it stands the electrostatic change, which has two parts: the change $\Delta U$ of the energy stored in the field, and the work $W$ delivered by the voltage sources while the sphere forms. Energy delivered by the sources is lost to them, so the free energy of host, sphere and sources together changes by

$$\Delta F = gv+\Delta U-W .$$

The phase change is favoured when $\Delta F<0$. Leaving out $W$ would give the wrong sign at fixed potentials, as the calculation will show.

The symbol $E$ always denotes the uniform field before the sphere forms. The field near the finished sphere is different. I write $\kappa=\epsilon_r\epsilon_0$ for the permittivity of the host.

### The potential around the sphere

To keep every charge in view, let the electrodes be a large spherical surface of radius $L$, centred on the small sphere. It consists of many small patches, each held at its own potential:

$$\phi(L,\theta)=-EL\cos\theta .$$

Without the conducting sphere, the potential inside is $\phi_0=-Er\cos\theta=-Ez$, which is a uniform field $E$ along $z$. Flat plates are treated further below.

With the sphere present, try $\phi=u(r)\cos\theta$. Laplace's equation becomes

$$u''+\frac{2}{r}u'-\frac{2}{r^2}u=0 .$$

A power $u=r^n$ solves it if $n(n-1)+2n-2=(n-1)(n+2)=0$, so $n=1$ or $n=-2$. The general solution is $u=ar+b/r^2$.

The surface of a conductor has one potential. Here it is zero, because any other constant would require a net charge on the sphere. From $u(R)=0$ follows $b=-aR^3$. Writing $a=-A$,

$$\phi=-A\left(r-\frac{R^3}{r^2}\right)\cos\theta .$$

Define the volume ratio $x=(R/L)^3$. At the electrode the potential is $-AL(1-x)\cos\theta$. Setting it equal to $-EL\cos\theta$ gives

$$A=\frac{E}{1-x}.$$

The radial field at the surface of the sphere is

$$E_r(R)=-\frac{\partial\phi}{\partial r}\Big|_{R}=A\left(1+\frac{2R^3}{R^3}\right)\cos\theta=3A\cos\theta .$$

For distant electrodes $A\to E$, so the field at the two poles is $3E$. The surface charge $3\kappa A\cos\theta$ integrates to zero, as a neutral sphere requires.

### Fixed potentials: stored energy

The stored energy is $U=\frac12\int\kappa|\nabla\phi|^2dV$ over the host. Since $\nabla^2\phi=0$, we have $|\nabla\phi|^2=\nabla\cdot(\phi\nabla\phi)$, and the integral turns into one over the boundaries. The inner boundary contributes nothing because $\phi=0$ there. At the outer one, the charge density on the electrode is $\sigma=\kappa\,\partial\phi/\partial r$: the normal from electrode to host points inward, and this sign cancels the minus sign in $E_r=-\partial\phi/\partial r$. Hence

$$U=\frac12\oint\phi\,\sigma\,dS,\qquad \sigma=-\kappa A(1+2x)\cos\theta .$$

With $\oint\cos^2\theta\,dS=4\pi L^2/3$ and $V_L=4\pi L^3/3$,

$$U=\frac12(-EL)\big[-\kappa A(1+2x)\big]\frac{4\pi L^2}{3}
=\frac12\kappa E^2V_L\,\frac{1+2x}{1-x}.$$

Without the sphere, $x=0$ and $U_0=\frac12\kappa E^2V_L$. The difference is

$$\Delta U=\frac12\kappa E^2V_L\,\frac{(1+2x)-(1-x)}{1-x}
=\frac12\kappa E^2V_L\,\frac{3x}{1-x}.$$

Because $xV_L=v$,

$$\Delta U=+\frac32\,\frac{\kappa E^2v}{1-x}.$$

The stored energy rises. Taken alone, this would suggest that the field opposes the conducting sphere.

### Fixed potentials: work of the sources

While the sphere forms, the electrode charge changes by

$$\Delta\sigma=-\kappa\big[A(1+2x)-E\big]\cos\theta=-\kappa E\,\frac{3x}{1-x}\cos\theta .$$

A source that brings charge $dq$ to a patch at potential $\phi$ does work $\phi\,dq$. The potentials stay constant, so the total work depends on the final charge change alone:

$$W=\oint\phi\,\Delta\sigma\,dS=\kappa E^2V_L\frac{3x}{1-x}=\frac{3\kappa E^2v}{1-x}=2\Delta U .$$

Half of the work raises the stored energy. The other half is available to pay for the phase change:

$$\Delta U-W=-\frac32\,\frac{\kappa E^2v}{1-x}.$$

### Fixed charges

Now disconnect the patches before the sphere forms, so that each keeps its original charge density $-\kappa E\cos\theta$. No source does work, and $W=0$. The potential has the same form with a new amplitude $A'$. Its electrode charge $-\kappa A'(1+2x)\cos\theta$ must equal the original one, so

$$A'=\frac{E}{1+2x}.$$

The electrode potential is now $-A'L(1-x)\cos\theta$, and the stored energy is

$$U'=\frac12\kappa E^2V_L\,\frac{1-x}{1+2x}.$$

Subtracting $U_0$ gives

$$\Delta U'=\frac12\kappa E^2V_L\,\frac{-3x}{1+2x}=-\frac32\,\frac{\kappa E^2v}{1+2x}.$$

This time the stored energy itself falls. For distant electrodes, $x\to0$, both conditions give the same electrostatic change, which answers part (a):

$$\Delta F_{\rm el}=-\frac32\,\epsilon_r\epsilon_0E^2\,v .$$

The agreement is physically necessary. A small sphere far from the electrodes responds to the field around it, whatever is connected to the electrodes.

### Where the factor 3/2 comes from

The undisturbed field has energy density $\frac12\kappa E^2$, and the field inside the conductor vanishes. One might therefore expect a gain of only $\frac12\kappa E^2v$. The fixed-charge case shows what is missing. To first order in $x$ there are three contributions:

- The field disappears from the volume of the sphere: $-\frac12\kappa E^2v$.
- The sphere adds a dipole field outside, with components $2E(R/r)^3\cos\theta$ and $E(R/r)^3\sin\theta$. The angular average of its square is $2E^2(R/r)^6$, so its energy is
$$\frac{\kappa}{2}\int_R^\infty 2E^2\frac{R^6}{r^6}\,4\pi r^2dr=\frac{4\pi}{3}\kappa E^2R^3=+\kappa E^2v .$$
Its product with the uniform field averages to zero over angles, since $\langle2\cos^2\theta-\sin^2\theta\rangle=\frac23-\frac23=0$.
- The uniform part outside falls from $E$ to $A'\approx E(1-2x)$. Its square changes by $-4xE^2$, and over the large volume $V_L$ this amounts to $\frac12\kappa(-4xE^2)V_L=-2\kappa E^2v$.

The sum is $(-\frac12+1-2)\kappa E^2v=-\frac32\kappa E^2v$, as found above. The last contribution is a very small change of field spread over a very large volume. It does not vanish when the electrodes recede, because the volume grows as fast as the change shrinks.

### Flat electrodes

A memory cell has electrodes closer to flat plates than to a surrounding sphere. The result carries over. Let wide plates lie at $z=0$ and $z=d$, with potentials $V$ and $0$, so that $E=V/d$. Let $\phi_0=V-Ez$ be the potential without the sphere and $\phi_1$ the potential with it. Both obey Laplace's equation in the host outside the sphere, so Green's identity gives

$$\kappa\oint\left(\phi_0\,\partial_n\phi_1-\phi_1\,\partial_n\phi_0\right)dS=0,$$

where $n$ points out of the host. On every conductor $\kappa\,\partial_n\phi$ is the surface charge density, by the same sign argument as before.

The plate at $V$ contributes $V(Q_1-Q_0)=V\Delta Q$, and the plate at zero potential contributes nothing. The distant side edges are neglected. On the sphere, $\phi_1$ is constant and the uniform field has no net flux through a closed surface, so the second term vanishes. The first is

$$\oint(V-Ez)\,\sigma_s\,dS=-E\oint z\,\sigma_s\,dS=-pE,$$

because the sphere is neutral; $p$ is its dipole moment. Therefore

$$V\Delta Q=pE .$$

The sources do work $W=V\Delta Q=pE$. The stored energy is $\frac12QV$, since the neutral sphere adds nothing, and it rises by $\frac12pE$. The net change is $-\frac12pE$. If the sphere is far from both plates compared with $R$, its surface charge is $3\kappa E\cos\theta$, and with $z=R\cos\theta$ measured from its centre,

$$p=3\kappa E\,R\,\frac{4\pi R^2}{3}=3\kappa Ev .$$

The change is again $-\frac32\kappa E^2v$.

### The compensating field

For distant electrodes the bulk free energy of the sphere is

$$\Delta F=\left(g-\frac32\epsilon_r\epsilon_0E^2\right)v .$$

It vanishes when the bracket does. The volume drops out, so the condition is the same for every radius within the model:

$$E_c=\sqrt{\frac{2g}{3\epsilon_r\epsilon_0}} .$$

The units are right: $\mathrm{(J/m^3)/(F/m)=J/(F\,m^2)}$, and $1\ \mathrm{F}=1\ \mathrm{J/V^2}$, which leaves $\mathrm{V^2/m^2}$ under the root.

For the given host,

$$3\epsilon_r\epsilon_0=3\times20\times8.854\times10^{-12}\ \mathrm{F/m}=5.313\times10^{-10}\ \mathrm{F/m},$$

$$E_c^2=\frac{2\times10^8}{5.313\times10^{-10}}\ \mathrm{V^2/m^2}=3.76\times10^{17}\ \mathrm{V^2/m^2},$$

$$E_c=6.1\ \mathrm{MV/cm}=6.1\times10^8\ \mathrm{V/m}.$$

This answers part (b). Using only the energy density $\frac12\kappa E^2$ of the undisturbed field would replace $\frac32$ by $\frac12$ and give 10.6 MV/cm, too large by a factor $\sqrt3$.

The field grows as $\sqrt g$ and falls as $1/\sqrt{\epsilon_r}$. For small errors,

$$\frac{\delta E_c}{E_c}\approx\frac12\left(\frac{\delta g}{g}-\frac{\delta\epsilon_r}{\epsilon_r}\right),$$

so a 10 % increase of $g$ raises $E_c$ by about 5 %. A host of high permittivity lowers the required field because, at given $E$, the electrodes and the sphere carry more charge.

### Energies of one sphere

For $R=2.0$ nm the volume is $v=33.5\ \mathrm{nm^3}=3.35\times10^{-26}\ \mathrm{m^3}$. The bulk cost is

$$gv=10^8\times3.35\times10^{-26}\ \mathrm{J}=3.35\times10^{-18}\ \mathrm{J}.$$

At $E_c$, with fixed potentials and distant electrodes, the stored energy rises by this same amount. The sources deliver twice as much, about $6.7\times10^{-18}$ J. One half goes into the field and the other half pays the bulk cost. This answers part (c).

The numerical output gives these energies for electrodes at the finite distance $L/R=10$, where $x=0.001$. They were obtained by minimizing the electrostatic energy on a radial grid, without the analytic potential. The gain there is $3.3544\times10^{-18}$ J, against a cost of $3.3510\times10^{-18}$ J. The excess of 0.1 % relative to the cost is the factor $1/(1-x)$ derived above.

The finite distance also shifts the balance. Setting $gv$ equal to the finite-distance gains gives $E_c\sqrt{1-x}$ for fixed potentials and $E_c\sqrt{1+2x}$ for fixed charges. The numerical values, 6.133 and 6.142 MV/cm, lie on either side of the distant-electrode value 6.136 MV/cm, as these factors require. The extra digits serve this comparison of solutions of one model; they are not an accuracy for a real film.

In the same calculation at fixed potentials, the net bulk free energy is $+3.2\times10^{-19}$ J at $0.95E_c$ and $-3.5\times10^{-19}$ J at $1.05E_c$. Each is about a tenth of $gv$, because the gain is quadratic in the field and a 5 % change of field alters it by about 10 %.

### Surface energy and growth

A boundary between two phases costs a surface energy $\gamma>0$ per unit area. Including it,

$$F(R)=4\pi R^2\gamma+\frac{4\pi}{3}R^3\left(g-\frac32\kappa E^2\right).$$

At $E=E_c$ the bracket is zero and $F=4\pi R^2\gamma$. This is positive and increases with $R$, so a region that stays spherical tends to shrink. Below $E_c$ both terms are positive and the tendency is stronger. The answer to part (d) is no: $E_c$ compensates the bulk cost, but it does not make the region grow while it keeps its spherical shape.

Above $E_c$, define the net driving energy per volume

$$\Gamma=\frac32\kappa E^2-g=g\left(\frac{E^2}{E_c^2}-1\right)>0 .$$

The second form follows from $\frac32\kappa E_c^2=g$. Then

$$\frac{dF}{dR}=8\pi R\gamma-4\pi R^2\Gamma ,$$

which vanishes at the critical radius

$$R^*=\frac{2\gamma}{\Gamma}.$$

The second derivative there is $8\pi\gamma-8\pi R^*\Gamma=-8\pi\gamma<0$, so this is a maximum. Smaller spheres lower their free energy by shrinking, larger ones by growing. With $\Gamma=2\gamma/R^*$, the height of the barrier is

$$F(R^*)=4\pi R^{*2}\gamma-\frac{4\pi}{3}R^{*3}\,\frac{2\gamma}{R^*}
=\frac{4\pi}{3}\gamma R^{*2}=\frac{16\pi\gamma^3}{3\Gamma^2}.$$

As $E$ approaches $E_c$ from above, $\Gamma\to0$, and both the critical radius and the barrier diverge. For a region that stays spherical, $E_c$ is thus the lower limit of the fields at which a large enough one can grow, not the field at which spheres appear readily.

One may also ask at which field a sphere of given radius has zero total free energy. Setting $F(R)=0$ gives $\Gamma=3\gamma/R$, and therefore

$$E_0(R)=E_c\sqrt{1+\frac{3\gamma}{gR}} .$$

The surface is a small correction if $R\gg3\gamma/g$. At $R=3\gamma/g$ the two costs are equal and $E_0=\sqrt2\,E_c$. For smaller $R$ the surface cost exceeds the bulk cost, and for $R\ll3\gamma/g$ the bulk estimate $E_c$ is much too low. For the sphere of part (c), with $R=2.0$ nm, the two costs are equal already at $\gamma=gR/3=0.067\ \mathrm{J/m^2}$. The energies given there describe the bulk balance only.

### When the result fails

At $E_c$ the ideal field at the poles is $3E_c=18.4$ MV/cm. The host must remain linear and insulating at this local field, not merely at 6.1 MV/cm. Many oxides of such high permittivity break down at a few MV/cm. The value of $E_c$ therefore illustrates the balance for the chosen $g$; it is not a field that a real film can be expected to withstand. If the permittivity of the host changes near the poles, or if charge leaks into the host, the factor $\frac32$ no longer applies.

The spherical shape is itself an assumption. The field pulls the surface outward with a force per area $\frac12\kappa(3E\cos\theta)^2$. At $E_c$ its average over the sphere is $g$, but it is $3g$ at the poles and zero at the equator. Moving the surface outward costs $g+2\gamma/R$ per unit volume, so a narrow patch at each pole can start to advance at $E_c$ if $R>\gamma/g$. A smooth lengthening at fixed waist, with displacement proportional to $\cos^2\theta$, needs more. Since $\langle\cos^2\theta\rangle=\frac13$ and $\langle\cos^4\theta\rangle=\frac15$, it requires $\frac13(g+2\gamma/R)<\frac35g$, or $R>2.5\,\gamma/g$. On a very large sphere the poles can advance down to $E_c/\sqrt3\approx0.58E_c$, where the pull $3g(E/E_c)^2$ equals $g$. Elongation lowers the threshold further. A conducting prolate spheroid along the field, with depolarizing factor $n<\frac13$, gains $\kappa E^2v/(2n)$ and balances its bulk cost at $E_c\sqrt{3n}$. This is $0.72E_c$ for an aspect ratio of 2 and $0.25E_c$ for an aspect ratio of 10. The divergence of $R^*$ and of the barrier at $E_c$ therefore belongs to the spherical constraint, and $E_c$ is not a lower limit for filament-shaped regions. The answer to part (d) does not cover such growth.

The sphere must also be small compared with its distance to the electrodes and to other conducting regions. In a film only a few radii thick, its dipole moment differs from $3\kappa Ev$. A real conducting phase screens the field over a finite length $\lambda$. If $\lambda\ll R$ and the screening is linear, the sphere acts like a dielectric of relative permittivity $\epsilon_s\approx\epsilon_{\rm in}R/\lambda$, where $\epsilon_{\rm in}$ is the relative permittivity of the new phase without its mobile charge. The electrostatic gain is then multiplied by $(\epsilon_s-\epsilon_r)/(\epsilon_s+2\epsilon_r)$, which is close to 1 only if $\epsilon_s\gg\epsilon_r$. For $R=2.0$ nm, $\lambda=0.1$ nm and $\epsilon_{\rm in}=10$, $\epsilon_s$ is about 200 and the gain is smaller by about a quarter.

Finally, the charge on the sphere must have had time to reach equilibrium. In a pulse too short for this, the field still penetrates the new phase, and the electrostatic energy found here does not apply.

## Computed values

```
cost density g = 1.000e+08 J/m^3
relative permittivity of host = 20.0
vacuum permittivity = 8.854188e-12 F/m
host permittivity eps*eps0 = 1.770838e-10 F/m
denominator 3*eps*eps0 = 5.312513e-10 F/m
E_c squared = 3.76470e+17 V^2/m^2
balance field E_c = 6.1357 MV/cm
balance field E_c = 6.1357e+08 V/m
ideal pole field 3*E_c = 18.407 MV/cm
field without factor 3 = 10.627 MV/cm
ratio of that field to E_c = 1.7321
example radius R = 2.0 nm
sphere volume = 33.510 nm^3
bulk cost of sphere = 3.3510e-18 J
numerical electrode distance L/R = 10.0
numerical stored-energy rise at E_c = 3.3544e-18 J
numerical source work at E_c = 6.7088e-18 J
numerical electrostatic gain at E_c = 3.3544e-18 J
numerical pole field at E_c = 18.426 MV/cm
numerical E_c, fixed potential = 6.1326 MV/cm
numerical E_c, fixed charge = 6.1418 MV/cm
net bulk free energy at 0.95 E_c = 3.237e-19 J
net bulk free energy at 1.05 E_c = -3.472e-19 J
```
